# Choosing wavevectors and Ewald terms for a polarization-catastrophe test

## What symmetry fixes, and what the setting must supply

Consider identical point dipoles on a face-centred cubic (fcc) lattice with cube edge \(a\) and density \(n=4/a^3\). The field that one dipole exerts on another falls as the inverse cube of distance. In Gaussian units, every eigenvalue of the dipole field tensor is therefore a pure number times \(1/a^3\).

For a wave of wavevector \(\mathbf q\to0\), distant dipoles act as a uniform medium, which knows no direction but \(\hat{\mathbf q}\). Near dipoles add a constant tensor, which cubic symmetry makes a multiple of the identity \(I\). The dipole field has zero trace, because \(\nabla^2(1/R)=0\) away from the source. These facts leave one form,

\[
T(\mathbf q\to0)=A\left(\tfrac13 I-\hat{\mathbf q}\hat{\mathbf q}\right),
\]

with two transverse eigenvalues \(A/3\) and one longitudinal eigenvalue \(-2A/3\). The sum below gives \(A=4\pi n\).

Symmetry does not say whether a shorter wave has a larger eigenvalue. That depends on the lattice, and a program that couples induced dipoles in a periodic solid answers it through three choices: the wavevector mesh, the treatment of the zero reciprocal vector, and the Ewald splitting with its cutoffs.

## The stability condition

Let each site have an isotropic, linear polarizability volume \(\alpha>0\). Write \(\mathbf p_{\mathbf R}=N^{-1/2}\sum_{\mathbf q}\mathbf p_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}\) for \(N\) sites. Inducing a dipole costs \(p^2/2\alpha\), and each pair interaction is counted once, so

\[
U=\tfrac12\sum_{\mathbf q}\mathbf p_{\mathbf q}^{*}\cdot\left[\frac1\alpha I-T(\mathbf q)\right]\cdot\mathbf p_{\mathbf q},
\qquad
T(\mathbf q)=\sum_{\mathbf R\neq0}\nabla\nabla\frac1R\,\cos(\mathbf q\cdot\mathbf R).
\]

The sine part cancels between \(\mathbf R\) and \(-\mathbf R\). The unpolarized state is stable while \(1/\alpha\) exceeds every eigenvalue \(\lambda\) of \(T\). As \(\alpha\) grows, the pattern with the largest \(\lambda\) fails first, at \(\alpha\lambda=1\).

Coupled-oscillator programs show the same event as an imaginary frequency. For a charge \(e\) of mass \(m\) on a spring, \(\alpha=e^2/m\omega_0^2\). The restoring force \(-m\omega_0^2x\) is reduced by the force \(e\lambda(ex)\), so \(\omega^2=\omega_0^2(1-\alpha\lambda)\).

## The Ewald sum

The direct sum converges poorly, because the number of sites in a shell grows as \(R^2\) while the field falls as \(R^{-3}\). Split

\[
\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .
\]

The first part is short-ranged and is summed over sites. For a radial function \(f\), \(\nabla\nabla f=(f'/r)I+(f''-f'/r)\hat{\mathbf r}\hat{\mathbf r}\). With \(f=\operatorname{erfc}(\eta r)/r\) this becomes \(B_2\,\mathbf r\mathbf r-B_1I\), where

\[
B_1=-\frac{f'}r=\frac{\operatorname{erfc}(\eta r)}{r^3}+\frac{2\eta e^{-\eta^2r^2}}{\sqrt\pi\,r^2},
\qquad
B_2=-\frac{B_1'}r=\frac{3B_1}{r^2}+\frac{4\eta^3e^{-\eta^2r^2}}{\sqrt\pi\,r^2}.
\]

The second part is the potential of a unit Gaussian charge, whose Fourier transform is \(4\pi e^{-k^2/4\eta^2}/k^2\). Two gradients multiply it by \(-\mathbf k\mathbf k\), and Poisson summation turns the sum over all sites into \(n\) times a sum over \(\mathbf k=\mathbf q+\mathbf G\).

That sum includes \(\mathbf R=0\), which must be removed. Near the origin \(\operatorname{erf}(\eta r)/r=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\dots)\), whose second derivative is \(-4\eta^3I/(3\sqrt\pi)\). Subtracting it gives a positive last term:

\[
T(\mathbf q)=\sum_{\mathbf R\ne0}\nabla\nabla\frac{\operatorname{erfc}(\eta R)}R\cos(\mathbf q\cdot\mathbf R)
-4\pi n\sum_{\mathbf G}\frac{\mathbf k\mathbf k}{k^2}e^{-k^2/4\eta^2}
+\frac{4\eta^3}{3\sqrt\pi}I .
\]

As \(\mathbf q\to0\), the term \(\mathbf G=0\) becomes \(-4\pi n\,\hat{\mathbf q}\hat{\mathbf q}\). All other terms have a cubic limit, a multiple of \(I\), and zero total trace makes it \(4\pi nI/3\). Thus \(A=4\pi n\), and

\[
\lambda_T=\frac{4\pi n}3=\frac{16.755}{a^3},\qquad
\lambda_L=-\frac{8\pi n}3=-\frac{33.510}{a^3}.
\]

A static transverse polarization wave produces no macroscopic field, so the applied field is also the macroscopic one. With \(x=4\pi n\alpha/3\),

\[
\varepsilon=1+\frac{4\pi n}{1/\alpha-\lambda_T}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.
\]

This is the Clausius–Mossotti result. It diverges at \(x=1\), or \(\alpha_c=3/(4\pi n)=0.0597\,a^3\). The longitudinal response gives the same permittivity: \(1/\varepsilon=1-3x/(1+2x)=(1-x)/(1+2x)\).

## Is the limit a maximum?

The directional term \(-4\pi n\hat{\mathbf q}\hat{\mathbf q}\) is the only part of \(T\) that is not smooth at \(\mathbf q=0\). A uniform continuum of dipoles gives \(4\pi n(I/3-\hat{\mathbf q}\hat{\mathbf q})\) with no \(q^2\) correction. The correction therefore comes from the lattice sum minus the continuum integral, both taken with the same smooth distant cutoff.

Take a unit polarization \(\mathbf e\perp\hat{\mathbf q}\) and expand the cosine:

\[
\lambda-\lambda_T=-\frac{q^2}2\left[\sum_{\mathbf R\neq0}-n\!\int\! d^3R\right]
\frac{\left[3(\mathbf e\cdot\hat{\mathbf R})^2-1\right](\hat{\mathbf q}\cdot\hat{\mathbf R})^2}{R}.
\]

Each shell of sites has cubic symmetry, so the shell average of \(\hat R_i\hat R_j\hat R_k\hat R_l\) has an isotropic and a cubic part:

\[
\tfrac1{15}D_{ijkl}+C\left(\delta_{ijkl}-\tfrac15D_{ijkl}\right),\qquad
D_{ijkl}=\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}.
\]

Here \(\delta_{ijkl}=1\) when all indices agree and 0 otherwise. Setting all indices equal and summing gives \(\sum_i\hat R_i^4=3/5+6C/5\), hence \(C=\frac56(\sum_i\hat R_i^4-\frac35)\).

Define \(h=\sum_i e_i^2\hat q_i^2\). Contraction with \(\mathbf e\mathbf e\hat{\mathbf q}\hat{\mathbf q}\) gives \(1/15+C(h-1/5)\), while \((\hat{\mathbf q}\cdot\hat{\mathbf R})^2\) averages to \(1/3\). The angular factor is then \(3/15-1/3+3C(h-1/5)=-2/15+3C(h-1/5)\), so

\[
\lambda=\lambda_T-cq^2,\qquad
c=-\frac S{15}+\frac54K\left(h-\frac15\right),
\]

\[
S=\left[\sum_{\mathbf R\ne0}-n\!\int\! d^3R\right]\frac1R,\qquad
K=\sum_{\mathbf R\ne0}\frac{\sum_i\hat R_i^4-3/5}{R}.
\]

The eigenmodes are the polarizations that diagonalize \(h\) in the plane normal to \(\mathbf q\). Mixing with the longitudinal wave enters at order \(q^4\), because its eigenvalue lies \(4\pi n\) lower.

For the numerical sums, each site was weighted by \((1+u)e^{-u}\) with \(u=R^2/2s^2\) and \(s=4a\). The matching continuum integral is \(4\pi ns^2\int_0^\infty(1+u)e^{-u}du=8\pi ns^2\). The results are \(S=-4.585/a\) and \(K=-0.674/a\).

Since \(K<0\), the smallest \(c\) belongs to the largest \(h\). Put \(x_i=e_i\hat q_i\). Then \(\sum_i x_i=0\) and \(\sum_i|x_i|\le1\), so the positive and the negative entries each sum to at most \(1/2\) in magnitude. Their squares add to at most \(1/4+1/4\), hence \(h\le1/2\). Equality holds for \(\mathbf q\) along \([110]\) with \(\mathbf e\) along \([1\bar10]\). There

\[
c=0.3057-1.25(0.674)(0.3)=0.053/a .
\]

Along \([100]\), \(h=0\) and \(c=0.474/a\); along \([111]\), \(h=1/3\) and \(c=0.193/a\). Every direction leads downhill from the limit, but the \([110]\) wave does so nine times more gently than the \([100]\) wave.

## The rest of the zone

Away from \(\mathbf q=0\) the tensor was diagonalized numerically, on a grid of spacing \(0.025(2\pi/a)\) in the irreducible wedge (6280 points) and at 2000 random points of the full zone. The largest eigenvalue lay below \(\lambda_T\) at every point. This is evidence by sampling, not a proof for every wavevector. On the grid, the smallest value of \((\lambda_T-\lambda_{\max})/q^2\) was \(0.053/a\), at the point nearest the origin along \([110]\), in line with the expansion.

The largest eigenvalues at the named zone-face points, with \(\mathbf q\) in units of \(2\pi/a\), are:

- L, \((\frac12,\frac12,\frac12)\): \(14.461/a^3\), twice.
- K, \((\frac34,\frac34,0)\): \(10.719/a^3\).
- X, \((1,0,0)\): \(8.668/a^3\), twice.
- W, \((1,\frac12,0)\): \(6.304/a^3\).

L is the strongest zone-face point on the grid. Its dipoles lie in the (111) planes, parallel within a plane and reversed from one plane to the next. It becomes unstable at \(\alpha=1/14.461=0.0692\,a^3\), which is 16% above \(\alpha_c\).

The order of events is a property of the lattice. On a simple cubic lattice \(n=1/a^3\) and the transverse limit is \(4.189/a^3\), but the same diagonalization at \(\mathbf q=(\pi,\pi,0)/a\) gives \(5.354/a^3\). There a zone-boundary pattern precedes the uniform one.

## Guidance for the setting

**Treat the origin as a set of directions.** \(T\) has no unique value at \(\mathbf q=0\). Omitting the \(\mathbf G=0\) term there gives \(4\pi nI/3\), the result for zero macroscopic field, as in a plate between short-circuited electrodes. Its largest eigenvalue is the correct bulk threshold, though the longitudinal branch is lost. Adding \(-4\pi n\hat{\mathbf q}\hat{\mathbf q}\) restores that branch for a chosen direction.

**Do not use a vacuum-sphere term for this test.** A uniformly polarized sphere has a depolarizing field \(-4\pi n\mathbf p/3\), which cancels the local field and gives \(\lambda=0\) at the origin. A mesh of \(2\times2\times2\) points centred on the origin contains, besides the origin, just L and X. With the sphere term it would name L as the first instability and overestimate the critical polarizability by 16%.

**Add the limit to a shifted mesh.** On the fcc lattice, a mesh that avoids the origin underestimates the largest eigenvalue. If its best point is a small \(\mathbf q\), the relative error is \(cq^2/\lambda_T\). For \(\mathbf q=(0.025,0.025,0)2\pi/a\), \(q^2=0.0493/a^2\) and the error is \(0.053(0.0493)/16.755\approx1.6\times10^{-4}\). A coarser mesh does worse: a \(4\times4\times4\) mesh shifted by half a step along each primitive reciprocal vector underestimates the largest eigenvalue by 2%. Evaluating the directional limit removes the error at negligible cost.

**Balance the two sums.** The Gaussian factors at the cutoffs are \(e^{-(\eta R_c)^2}\) and \(e^{-(k_c/2\eta)^2}\). For equal exponents \(X^2\), set \(R_c=X/\eta\) and \(k_c=2\eta X\). The vector counts are \((4\pi/3)nX^3/\eta^3\) and \((4\pi/3)(2\eta X)^3/[(2\pi)^3n]\). Equating them gives \(\eta^6=\pi^3n^2\), or \(\eta=\sqrt\pi\,n^{1/3}=2.81/a\) for fcc. With \(X=6\) the factors are about \(2\times10^{-16}\), at about 160 vectors in each sum. The reciprocal cutoff applies to \(|\mathbf q+\mathbf G|\). The eigenvalues above used \(\eta=2.4/a\), \(R_c=2.5a\) and all \(|\mathbf G|<45/a\).

**Recompute the limit when the coupling is damped.** Many-body dispersion methods soften the interaction at short range. The effect depends on the form of the damping. A smeared potential \(\operatorname{erf}(r/\sigma)/r\) no longer satisfies Laplace's equation at neighbouring sites, so the trace is not zero and the limit moves: \(\lambda_T=15.46/a^3\) at \(\sigma=0.30a\). A factor \(f(R)\) multiplying the bare tensor keeps it traceless, each cubic shell still contributes nothing at \(\mathbf q\to0\), and \(\lambda_T\) stays at \(4\pi n/3\). Both forms change the curvature and the zone-face values. With the smeared potential at \(\sigma=0.45a\) the \([110]\) curvature is slightly negative, \(-0.004/a\), so the limit is no longer the maximum. The zone must therefore be scanned again as well. The directional term survives, because it comes from long distances.

## A worked case: solid C60

Choose model inputs close to those of the room-temperature fcc phase: \(a=1.42\) nm and \(\alpha=0.080\ \mathrm{nm^3}\). Then

\[
x=16.755\,\frac{0.080}{1.42^3}=0.468,\qquad
\varepsilon=\frac{1+0.936}{1-0.468}=3.64 .
\]

The L pattern has \(\alpha\lambda=0.404\), so both patterns are stable. In a macroscopic field of 1 MV/cm the local field is \((\varepsilon+2)/3=1.88\) MV/cm. The polarization, in SI form \(\varepsilon_0(\varepsilon-1)E\), is \(0.234\ \mathrm{\mu C/cm^2}\).

Now compress the lattice uniformly in thought, with \(\alpha\) held fixed. The long-wave instability arrives at \(a=(16.755\times0.080)^{1/3}=1.103\) nm, and the L pattern would follow at 1.050 nm.

The permittivity is of the size found for the real solid, roughly 4. A change of 10% either way in \(\alpha\) moves it between 3.2 and 4.2, so its second digit carries little weight. The local field drops 0.133 V across a cage of diameter 0.71 nm, small beside a rough electronic gap of 2 eV, which supports linear response at this field. Whether a real film would withstand the field without conduction or breakdown is a separate question, not considered here. The compressed state is another matter. At \(a=1.103\) nm the molecular centres are \(a/\sqrt2=0.780\) nm apart, leaving 0.07 nm between cages, about half a carbon–carbon bond length. The premise of separate molecules fails before the predicted catastrophe, so 1.103 nm is a property of the model and not a forecast for C60. Charge transfer between molecules is also absent, and its effect has not been estimated here.

## When molecules are not points

A molecule of finite size also acquires a quadrupole. Model it as a conducting sphere of radius \(b=\alpha^{1/3}\), here \(0.303a\). Let the potential of the other dipoles near its centre contain \(\frac12V_{ij}x_ix_j\), with repeated indices summed. To cancel this on the surface, the sphere adds \(-\frac12V_{ij}x_ix_jb^5/r^5\). That is the potential of a traceless quadrupole \(Q_{ij}=\int\rho(3x_ix_j-r^2\delta_{ij})\,d^3r=-b^5V_{ij}\). The induction energy is half the interaction energy:

\[
\tfrac12\cdot\tfrac16Q_{ij}V_{ij}=-\frac{b^5}{12}V_{ij}V_{ij}.
\]

For a dipole wave, \(V\) is, up to a phase, \(W\mathbf p\) with \(W=\sum_{\mathbf R\neq0}\nabla\nabla\nabla(1/R)\sin(\mathbf q\cdot\mathbf R)\). Comparison with \(-\frac12\mathbf p^*\cdot T\cdot\mathbf p\) shows that \(T\) gains \((b^5/6)W^{\mathsf T}W\). This is never negative. It vanishes at \(\mathbf q\to0\) and grows as \(q^2\), so it opposes \(c\).

For the soft \([110]\) wave, an Ewald sum for \(W\) at \(|\mathbf q|a=0.02\) gives a gain of \(1.88\,b^5q^2/a^6\). The curvature falls from \(0.053/a\) to \(0.048/a\). It would change sign at \(b=0.49a\), but neighbouring spheres touch at \(b=a/(2\sqrt2)=0.354a\). At this order, the soft wave therefore keeps its downhill slope as long as the spheres are separate. With the correction included at \(b=0.303a\), no point of the wedge grid exceeded \(\lambda_T\).

Spheres with the example's \(\alpha\) touch at \(a=2\sqrt2\,(0.080)^{1/3}=1.219\) nm, before the dipole instability at 1.103 nm. The estimate omits coupling between quadrupoles, and octupoles. These are not small here: at \(b=0.303a\) octupoles change the curvature by more than the quadrupoles do, and successive orders alternate in sign. The value \(0.048/a\) therefore shows the effect of one term and is not a converged curvature. With all multipoles coupled, the curvature at \(b=0.303a\) settles at \(0.053/a\) from \(l=7\) on. Near contact a cut at \(l=4\) gives a negative slope, but cuts from \(l=5\) to \(l=11\) stay positive, about \(0.039/a\) at \(b=0.345a\) and about \(0.03/a\) at \(b=0.352a\). At L every \(\sin(\mathbf q\cdot\mathbf R)\) vanishes, so the quadrupole term leaves that pattern unchanged. A quantitative comparison of closely spaced molecules needs the higher multipoles as well. In the sphere model at \(b=0.303a\) they raise the long-wave value from 16.76 to \(17.22/a^3\), the L value from 14.46 to \(15.56/a^3\), and \(\varepsilon\) from 3.64 to 3.71.
